# Linearized CCD as CEPA(0), its energy functional and its poles, part 3

LCCD, identical to CEPA(0), solves $\mathbf{At}=-\mathbf b$ with $E_c=\mathbf b\cdot\mathbf t$. Here $b_\mu=\langle\Phi_\mu|H|\Phi_0\rangle$, and $\mathbf A$ is the doubles block of $H-E_{\rm ref}$, with eigenvalues $\lambda_k$, eigenvectors $\mathbf u_k$ and couplings $w_k=\mathbf u_k\cdot\mathbf b$. Hartree atomic units are used; $i,j,k,l$ are occupied and $a,b,c,d$ virtual spin orbitals. The residual $\mathbf r=\mathbf b+\mathbf{At}$ is

$$r_{ij}^{ab}=\langle ab\|ij\rangle+P(ab)\sum_cf_{bc}t_{ij}^{ac}-P(ij)\sum_kf_{kj}t_{ik}^{ab}+\tfrac12\sum_{kl}\langle kl\|ij\rangle t_{kl}^{ab}+\tfrac12\sum_{cd}\langle ab\|cd\rangle t_{ij}^{cd}+P(ij)P(ab)\sum_{kc}\langle kb\|cj\rangle t_{ik}^{ac}, \tag{13}$$

with $\langle pq\|rs\rangle=(pr|qs)-(ps|qr)$, Fock matrix $f_{pq}$ and $P(ij)x_{ij}=x_{ij}-x_{ji}$. With $D_\mu=\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j$, the Jacobi iteration is

$$\mathbf t^{(n+1)}=\mathbf t^{(n)}-\mathbf D^{-1}\big(\mathbf b+\mathbf{At}^{(n)}\big). \tag{14}$$

The functional $F$ is stationary at the solution $\mathbf t^*$:

$$F[\mathbf t]=\mathbf b\cdot\mathbf t+\mathbf t\cdot\mathbf r(\mathbf t), \tag{19}$$

$$F[\mathbf t^*+\boldsymbol\delta]-E_c=\boldsymbol\delta\cdot\mathbf A\boldsymbol\delta,\qquad \mathbf b\cdot(\mathbf t^*+\boldsymbol\delta)-E_c=\mathbf b\cdot\boldsymbol\delta . \tag{20}$$

The normalized energy is $F/(1+\mathbf t\cdot\mathbf t)$. If no $\lambda_k$ is zero,

$$\mathbf t^*=-\sum_k\frac{w_k}{\lambda_k}\mathbf u_k,\qquad E_c=-\sum_k\frac{w_k^2}{\lambda_k},\qquad|\mathbf t^*|^2=\sum_k\frac{w_k^2}{\lambda_k^2}. \tag{23}$$

$$f(E)=-\sum_k\frac{w_k^2}{\lambda_k-E},\qquad f'(E)=-\sum_k\frac{w_k^2}{(\lambda_k-E)^2}<0 \tag{24}$$

LCCD is $f(0)$. CID solves $E=f(E)$, has no pole, is not additive, and equals CCD for two electrons. The energies are related by

$$E_{\rm LCCD}=E_{\rm CID}\left(1+\mathbf t_{\rm LCCD}\cdot\mathbf t_{\rm CID}\right). \tag{25}$$

In the two-state limit CID gives $\tfrac12\lambda_1-\sqrt{\tfrac14\lambda_1^2+w_1^2}$. Where a non-degenerate $\lambda_1$ crosses zero at $R_0$ with $\lambda_1'\neq0$ and $w_1\neq0$,

$$E_c(R)=\frac{\mathcal R}{R-R_0}+C+O(x),\qquad\mathcal R=-\frac{W_0}{\lambda_1'},\qquad C=-\frac{W'}{\lambda_1'}+\frac{W_0\lambda_1''}{2\lambda_1'^2}-\sum_{k>1}\frac{w_k^2}{\lambda_k}, \tag{26}$$

with $x=R-R_0$, $W=w_1^2$ and $W_0=W(R_0)$.

The appendix opened with H$_2$/cc-pVDZ LCCD energies of $-859.2$ and $+862.9\ E_h$ at 0.005 bohr below and above $R_0$. In the program output, gamma is the coefficient in $H+\gamma S^2$, which shifts triplet eigenvalues of $\mathbf A$ by $2\gamma$.

## 8. Worked example: H$_2$

### Minimal basis at 1.4 bohr

In STO-3G there are two spatial orbitals, $1=\sigma_g$ and $2=\sigma_u$, and one double with $i=1\alpha$, $j=1\beta$, $a=2\alpha$, $b=2\beta$ and amplitude $t=t_{ij}^{ab}$. Let $J_{pq}=(pp|qq)$ and $K_{12}=(12|12)$. In (13), $\langle ab\|ij\rangle=(21|21)=K_{12}$, the exchange part vanishing by spin. The Fock terms give $2(\varepsilon_2-\varepsilon_1)t$. In the hole–hole term $(k,l)=(i,j)$ and $(j,i)$ contribute equally, giving $\langle ij\|ij\rangle t=J_{11}t$, and the particle–particle term gives $J_{22}t$ in the same way. In the last term, with $y_{ij}^{ab}=\sum_{kc}\langle kb\|cj\rangle t_{ik}^{ac}$, each of the four permutations has one surviving choice of $k,c$:

$$y_{ij}^{ab}=\langle jb\|bj\rangle t=-(J_{12}-K_{12})t,\qquad -y_{ji}^{ab}=-\langle ib\|bi\rangle(-t)=-J_{12}t,$$

$$-y_{ij}^{ba}=-\langle ja\|aj\rangle(-t)=-J_{12}t,\qquad y_{ji}^{ba}=\langle ia\|ai\rangle t=-(J_{12}-K_{12})t .$$

Here $\langle pq\|qp\rangle=-\langle pq\|pq\rangle$, and $\langle pq\|pq\rangle$ is $J-K$ for equal spins and $J$ for opposite spins. The $1\times1$ matrix is

$$A=2\Delta=2(\varepsilon_2-\varepsilon_1)+J_{11}+J_{22}-4J_{12}+2K_{12}.$$

With $\varepsilon_1=-0.57820$, $\varepsilon_2=0.67027$, $J_{11}=0.67459$, $J_{22}=0.69750$, $J_{12}=0.66356$ and $K_{12}=0.18126\ E_h$,

$$2\Delta=2.49694+1.37209-2.65424+0.36252=1.57731\ E_h ,$$

against $1.57729\ E_h$ from unrounded integrals. Then $t=-0.18126/1.57729=-0.11492$ and $E_{\rm LCCD}=-0.032855/1.57729=-0.020830\ E_h$. The two-state CID root with $\Delta=0.788645$ is $\Delta-\sqrt{\Delta^2+K_{12}^2}=0.788645-\sqrt{0.621961+0.032855}=0.788645-0.809207=-0.020562\ E_h$. Both closed forms are asserted against the determinant-space values. Equation (25) is satisfied: $t_{\rm CID}=E_{\rm CID}/K_{12}=-0.11344$, the product of amplitudes is $0.01304$, and $-0.020562\times1.01304=-0.020830$. The singles $\sigma_g\sigma_u$ are odd under inversion and do not mix with $\sigma_g^2$, so CID is full CI for this symmetry, and LCCD overshoots the exact correlation energy of the basis by 1.3 % of its value.

As $R\to\infty$ the overlap of the two atomic functions $\chi_A,\chi_B$ vanishes, $\sigma_{g,u}\to(\chi_A\pm\chi_B)/\sqrt2$, and all integrals containing the product $\chi_A\chi_B$ vanish. Both densities $\sigma_g^2$ and $\sigma_u^2$ tend to $\tfrac12(\chi_A^2+\chi_B^2)$, and the one-electron energies differ only by the vanishing $h_{AB}$, so the two closed-shell determinants become degenerate and $2\Delta\to0$. The product $\sigma_g\sigma_u$ tends to $\tfrac12(\chi_A^2-\chi_B^2)$, so $K_{12}\to\tfrac12[(AA|AA)-(AA|BB)]\to\tfrac12(AA|AA)$, which is finite. In the minimal basis $|E_{\rm LCCD}|$ therefore grows without bound as $R\to\infty$. Whether $2\Delta$ also vanishes at some finite $R$ in this basis was not examined.

### A larger basis has a zero at finite bond length

Let the reference be the inversion-symmetric $\sigma_g^2$ determinant, continuous in $R$, in an atom-centred basis with at least two functions per atom. Write the occupied orbital as $g\propto\chi_A+\chi_B$, where $\chi_A$ is a combination of basis functions on atom $A$ and $\chi_B$ its inversion image. Every function odd under inversion is orthogonal to $g$ and lies in the virtual space. Take $u\propto\chi_A-\chi_B$ and a second odd function $u'\propto\chi_A'-\chi_B'$ with $\chi_A'$ orthogonal to $\chi_A$, which makes $u'$ orthogonal to $u$ in the limit of large $R$. The determinants $u\bar u$ and $u'\bar u'$ both lie in the doubles space. The $2\times2$ block of $\mathbf A$ on them has diagonal elements $\eta$ and $\xi$ and off-diagonal element $\kappa=(uu'|uu')$. By the argument just given, $\eta\to0$, while $\xi$ stays bounded. The product $uu'$ tends to $\tfrac12(\chi_A\chi_A'+\chi_B\chi_B')$, and the interaction between the two centres decays with distance, so $\kappa\to\tfrac12(\chi_A\chi_A'|\chi_A\chi_A')$. This is the Coulomb self-energy of a nonzero distribution and is positive. The determinant of the block, $\eta\xi-\kappa^2$, tends to $-\kappa^2<0$, so the block has a negative eigenvalue that stays away from zero. The lowest eigenvalue of $\mathbf A$ is not above the lowest eigenvalue of any block, so $\lambda_1<0$ at large $R$. If $\lambda_1>0$ near equilibrium, continuity forces a zero at finite $R$. The argument gives neither the position of the zero nor $w_1\neq0$. Both come from the calculation.

### cc-pVDZ along the bond coordinate

The reference is RHF constrained to $\sigma_g^2$. Energies are in $E_h$ and $R$ in bohr; full CI is the lowest singlet. The last six rows are computed at $R_0\mp1$, $R_0\mp0.01$ and $R_0\mp0.005$ bohr, where $R_0=8.05227$ bohr is the zero of $\lambda_1$ found below. The printed $R$ are rounded. At $R_0\mp0.005$ bohr the rounding of about $3\times10^{-5}$ bohr alone would change the LCCD energy by about $3\times10^{-5}/0.005=0.6\,\%$ of its value.

| $R$ | $\lambda_1$ | LCCD | CID = CCD | full CI |
|---|---|---|---|---|
| 1.4000 | 1.050148 | −0.03516 | −0.03456 | −0.03469 |
| 3.0000 | 0.359420 | −0.06902 | −0.06135 | −0.06458 |
| 5.0000 | 0.090420 | −0.32206 | −0.13761 | −0.14908 |
| 7.0523 | 0.013381 | −2.74832 | −0.19502 | −0.20781 |
| 8.0423 | 0.000093 | −428.674 | −0.21065 | −0.22308 |
| 8.0473 | 0.000046 | −859.198 | −0.21071 | −0.22314 |
| 8.0573 | −0.000046 | 862.907 | −0.21084 | −0.22327 |
| 8.0623 | −0.000092 | 432.383 | −0.21090 | −0.22333 |
| 9.0523 | −0.006554 | 6.49927 | −0.22128 | −0.23343 |

The first sign change of $\lambda_1$ found in a scan from 1.5 bohr in steps of 0.5 bohr was refined to $R_0=8.0523$ bohr $=4.261$ Å. This number belongs to this basis and this reference and is not a property of the molecule: the zero lies at 8.48 bohr in 6-31G, 8.05 bohr in aug-cc-pVDZ and 7.88 bohr in cc-pVTZ. At $R_0$ the eigenvector has weight 0.9943 on the double that moves both electrons into the lowest virtual orbital, in line with the role of $u\bar u$ above. The next eigenvalue is $\lambda_2=0.56084\ E_h$, so the zero is isolated as (26) requires. The coupling is $w_1^2=0.039937\ E_h^2$ and the slope, by central difference over $\pm0.01$ bohr, is $\lambda_1'=-0.009276\ E_h/{\rm bohr}$. The predicted residue is $0.039937/0.009276\approx4.305\ E_h\,$bohr, or $4.30522$ from unrounded inputs.

The residue can be read independently from the energies of the linear solve. By (26) the constant $C$ drops out of the difference at $x=\pm0.005$ bohr:

$$\mathcal R\approx\tfrac12\times0.005\times\left[862.90706-(-859.19836)\right]=0.0025\times1722.10542=4.30526\ E_h\,{\rm bohr}.$$

The two values differ by $10^{-5}$ of the residue. The asserted tolerance is $2\times10^{-3}$, which allows for the remainder of order $x^2$ in both central differences. Halving the distance to the pole multiplies the energy by $859.198/428.674=2.004$. The half-sums give $C$: $(862.90706-859.19836)/2=1.854$ at $x=\pm0.005$ and $(432.38311-428.67440)/2=1.854\ E_h$ at $x=\pm0.01$. Their equality is what (26) predicts and accounts for the unequal magnitudes of the two opening numbers; it is read from the output and not asserted.

The amplitudes behave as (23) says. With $|w_1|=\sqrt{0.039937}=0.19984\ E_h$ and $|\lambda_1|\approx0.009276\times0.005=4.638\times10^{-5}\ E_h$, the estimate is $|\mathbf t|\approx4309$, between the computed 4300 and 4317 on the two sides. At 8.0473 bohr the normalized energy is $-859.198/(1+4300.1^2)=-4.6\times10^{-5}\ E_h$, which is $-\lambda_1$. The CID energy at $R_0$ is $-0.21077\ E_h$, near the two-state value $-|w_1|=-0.200\ E_h$.

The method fails well before the pole. Relative to the full CI correlation energy, LCCD is too negative by 1.4 % at 1.4 bohr, by 7 % at 3 bohr, and by a factor $0.32206/0.14908=2.2$ at 5 bohr, three bohr short of $R_0$. These figures move with the basis: 6-31G, aug-cc-pVDZ and cc-pVTZ give 1.2 %, 1.5 % and 1.5 % at 1.4 bohr and factors 2.3, 2.0 and 2.05 at 5 bohr. The share of the lowest mode, $-w_1^2/\lambda_1$, is $-0.00544/1.050148=-0.0052\ E_h$ out of $-0.0352$ at 1.4 bohr, $-0.02740/0.090420=-0.303$ out of $-0.322$ at 5 bohr, and $-0.03647/0.013381=-2.73$ out of $-2.75$ at 7.0523 bohr. The norm $|\mathbf t|$ rises from 0.133 through 0.381 to 1.834 at the first three geometries. At 5 bohr the reference has only $1/(1+1.834^2)=0.23$ of the weight of $\Psi$. By (25) the product of the LCCD and CID amplitude vectors is $0.32206/0.13761-1=1.34$ there, so the effect of the neglected quadratic term is larger than the CID correlation energy itself. LCCD lies below full CI at every tabulated point short of the pole; this is asserted at 7.0523 bohr.

One bohr beyond the pole $\mathbf A$ has one negative eigenvalue and the solution is a saddle. A step of 0.1 along $\mathbf u_1$ changes $F$ by $0.01\times(-0.006554)=-6.55\times10^{-5}\ E_h$ according to (20), as found in the full space, and a step of 0.1 along the highest eigenvector raises it by $3.37\times10^{-2}\ E_h$. The correlation energy there is $+6.50\ E_h$, dominated by $0.04277/0.006554=6.53\ E_h$ from the lowest mode.

## 9. Consequences for a code

The residual and the energy. For approximate amplitudes with residual $\mathbf r$, the amplitude error is $\boldsymbol\delta=\mathbf A^{-1}\mathbf r$, since $\mathbf r=\mathbf b+\mathbf A(\mathbf t^*+\boldsymbol\delta)=\mathbf A\boldsymbol\delta$. By (20) the projected energy errs by $\mathbf b\cdot\mathbf A^{-1}\mathbf r=-\mathbf t^*\cdot\mathbf r$, bounded in size by $|\mathbf t^*||\mathbf r|$, and the functional errs by $\mathbf r\cdot\mathbf A^{-1}\mathbf r$, bounded by $|\mathbf r|^2/\min_k|\lambda_k|$. Reporting (19) makes the error quadratic in the residual. Near a pole both bounds degrade as $1/|\lambda_1|$, so a fixed residual threshold no longer implies a fixed energy accuracy.

Convergence of the Jacobi iteration. Subtracting $\mathbf t^*$ from (14) gives $\boldsymbol\delta^{(n+1)}=(1-\mathbf D^{-1}\mathbf A)\boldsymbol\delta^{(n)}$. For positive $D_\mu$, the scaled error $\mathbf D^{1/2}\boldsymbol\delta$ is multiplied by $1-\mathbf M$ with the symmetric matrix $\mathbf M=\mathbf D^{-1/2}\mathbf A\mathbf D^{-1/2}$. The iteration converges for every starting vector exactly when all eigenvalues $m$ of $\mathbf M$ satisfy $|1-m|<1$, that is $0<m<2$. If $\mathbf x\cdot\mathbf{Ax}<0$ for some $\mathbf x$, then $\mathbf y=\mathbf D^{1/2}\mathbf x$ has $\mathbf y\cdot\mathbf{My}<0$, so $\mathbf M$ has a negative eigenvalue and any error component along it grows. Enlarging the denominators, $\mathbf D\to\mathbf D+\sigma$, can bring eigenvalues above 2 into range and does not change the solution, but the same argument shows that it cannot remove a negative one. Just short of the pole the smallest $m$ tends to zero and convergence becomes arbitrarily slow. A negative eigenvalue in a decoupled symmetry sector does not affect the energy, but it amplifies any contamination of the amplitudes with that symmetry, so the spin and spatial symmetry of $\mathbf t$ should be imposed. This is not always enough, because a negative eigenvalue can lie in the symmetry sector of the reference and be decoupled, or nearly so, by distance. Take two H$_2$/6-31G molecules with 4 bohr bonds in a geometry without point-group symmetry. Each monomer has $\lambda_1=+0.19\ E_h$. The dimer has three eigenvalues at $-0.163\ E_h$ with $S=0,1,2$, as expected for the product of one triplet single on each molecule, and the singlet among them cannot be projected out by symmetry. At about 8 bohr separation their summed $w^2$ is only $6\times10^{-10}\ E_h^2$ and the direct solve gives $-0.3082\ E_h$, close to twice the monomer value, yet the Jacobi iteration diverges. The general statements of this paragraph follow from the algebra and are not asserted in the program.

Choice of solver. A method that minimizes $F$, such as conjugate gradients, presupposes $\mathbf A>0$, since only then does $F$ have a unique minimum, and with any negative eigenvalue it has none. Beyond a pole the system is symmetric and indefinite. Conjugate gradients then lose their guarantee against breakdown, although they need not fail: for H$_2$/cc-pVDZ at $R_0+0.005$ and $R_0+1$ bohr they still reach the direct-solve energy in 11 steps from $\mathbf t=0$. The safe choice is a method for that class, such as MINRES, or a direct solve as in the example. $\mathbf A$ is symmetric in the dot product over unique $\mu$, or equivalently over full antisymmetric arrays with weight $\tfrac14$.

Shifting the matrix. Replacing $\mathbf A$ by $\mathbf A+\sigma$ in the equations is a different method, with energy $f(-\sigma)$ by (24). It moves the condition for a pole to $\lambda_k=-\sigma$. If $\lambda_1$ stays above $-\sigma$ along the whole path, no pole is met, but the energy need not be good. For H$_2$/cc-pVDZ, $\lambda_1$ is no lower than about $-0.0113\ E_h$ at points sampled between 5 and 100 bohr, so $\sigma=0.03\ E_h$ keeps $f(-\sigma)$ finite at all of them. Its value at 10 bohr is nevertheless $-2.21\ E_h$, against $-0.240\ E_h$ for full CI. The self-consistent choice $\sigma=-E_c$ is CID, whose root $E_{\rm CID}$ has no pole by section 6 and which is not additive by section 4.

Diagnostics. The product $\mathbf{At}$ is (13) without its first term, so an iterative eigensolver can deliver $\lambda_1$ and $w_1$ in the symmetry sector of the reference at a cost per step equal to that of one amplitude iteration. With several stretched pairs the lowest eigenvalue of that sector may be an almost uncoupled mode of the kind just described, so $w_k$ must be inspected and more than one root may be needed. For a single electron pair the ratio $|w_1|/|\lambda_1|$, or more cheaply $|\mathbf t|$, indicates how far the calculation is from the regime in which the linearization holds. The norm should not be compared between systems of different size: for $N$ identical separated pairs the amplitudes of the pairs add in square, so $|\mathbf t|$ grows as $\sqrt N$ while the LCCD error per pair stays the same. A positive $E_c$ proves by (23) that a coupled eigenvalue is negative. A negative $E_c$ does not prove the opposite, because a negative eigenvalue of large magnitude or weak coupling can be outweighed by the positive ones.

## Calculated quantities

```
H2/STO-3G, R = 1.4 bohr (energies in Eh)
 eps1 -0.57820 eps2 0.67027 J11 0.67459 J22 0.69750 J12 0.66356 K12 0.18126
 2Delta 1.57729  E_ref -1.116714  t_LCCD -0.11492
 E_c LCCD -0.020830  E_c CID -0.020562
(H2)2/6-31G, bohr: H 0 0 0; H 0 0 1.4; H 4.0 0.3 0.2; H 4.4 1.1 1.5
 determinants 784, doubles 174, E_ref -2.240657 Eh
 RHF: max|f_ia| 8.0e-10, commutator-At 2e-16, orbital-(b+At) 8e-16 Eh
 rotated: max|f_ia| 2.7e-01, commutator-At 1e-16, orbital-(b+At) 3e-16 Eh
 E_c (Eh): MP2 -0.03626681 LCCD(iterated) -0.05334933 CEPA(0) -0.05334933
 E_c (Eh): CID -0.05163271 FCI -0.05267587
 at LCCD t: |E_c t| 9.92e-03, dropped |Q| 5.08e-03 Eh
 F(t*) -0.05334933 Eh, max|grad F| at LCCD 1e-12, at CID 5.22e-03 Eh
 amplitude error 0.02: error of F 8.752e-04, of b.t 6.313e-03 Eh
 amplitude error 0.01: error of F 2.188e-04, of b.t 3.157e-03 Eh
 H2 monomer 1.4 bohr E_c: LCCD -0.02523525 CID -0.02486726 Eh
 dimer(200 bohr) - 2 monomer: LCCD -1.6e-13, CID 6.920e-04 Eh
H2/cc-pVDZ: R(bohr) E_ref lam1 w1^2 |t| Ec_LCCD Ec_CID=CCD Ec_FCI (Eh, w1^2 in Eh^2)
 1.4000 -1.12871 1.050148 0.00544 0.133 -0.03516 -0.03456 -0.03469
 3.0000 -0.98630 0.359420 0.01712 0.381 -0.06902 -0.06135 -0.06458
 5.0000 -0.85242 0.090420 0.02740 1.834 -0.32206 -0.13761 -0.14908
 7.0523 -0.79085 0.013381 0.03647 14.272 -2.74832 -0.19502 -0.20781
 8.0423 -0.77550 0.000093 0.03991 2145.782 -428.67440 -0.21065 -0.22308
 8.0473 -0.77544 0.000046 0.03992 4300.103 -859.19836 -0.21071 -0.22314
 8.0573 -0.77532 -0.000046 0.03995 4317.222 862.90706 -0.21084 -0.22327
 8.0623 -0.77525 -0.000092 0.03997 2162.901 432.38311 -0.21090 -0.22333
 9.0523 -0.76513 -0.006554 0.04277 31.554 6.49927 -0.22128 -0.23343
 pole R0 8.05227 bohr = 4.2611 angstrom; lam2(R0) 0.56084 Eh
 leading double: orbital 0,0 -> 1,1, weight 0.9943
 w1^2 0.039937 Eh^2, dlam1/dR -0.009276 Eh/bohr, E_c CID(R0) -0.21077 Eh
 residue: -w1^2/slope 4.30522, from E_c(R) 4.30526 Eh bohr
 R0+1: negative eigenvalues 1, dF(0.1 u_1) -6.55e-05, dF(0.1 u_max) 3.37e-02 Eh
 R 1.4: lowest triplet double 1.22614 Eh, critical gamma -0.61307 Eh
 smallest |eigenvalue| 1.0e-06 Eh: E_c -0.03516110 Eh (unshifted -0.03516110)
 smallest |eigenvalue| -1.0e-06 Eh: E_c -0.03516110 Eh (unshifted -0.03516110)
```
